# Vacancy Gap Levels as Zeros of the Host Green Function

An oxide that insulates a transistor gate has a wide gap, yet charge can be trapped in it and can leak through it by way of states inside that gap. A common suspect is the oxygen vacancy. When an oxygen atom is missing, the orbitals of the neighbouring cations that used to bond to it are left without a partner. Whether they produce a level in the gap, and at what energy, depends on the crystal around the empty site. That crystal is almost the perfect host, so the perfect host's Green function should already contain the answer.

We work with independent electrons in a mean field. The host Hamiltonian \(H\) is Hermitian and written in an orthonormal set of localized orbitals. The site to be emptied carries \(m\) orbitals; \(P\) projects on them and \(Q=1-P\) on all others. The vacancy is modelled by raising the energy of the \(m\) orbitals by \(U\),

\[
H_U=H+UP ,\qquad U\to\infty ,
\]

while every other matrix element keeps its host value. For real \(E\) in a host gap, \(E-H\) has an inverse, and we define

\[
G(E)=(E-H)^{-1},\qquad g(E)=PG(E)P .
\]

The \(m\times m\) matrix \(g\) is the site block of the host Green function. No small imaginary part is needed, because \(E\) is not in the spectrum.

Let \(\psi\) be an eigenstate of \(H_U\) at such an energy. Then \((E-H)\psi=UP\psi\), so \(\psi=UGP\psi\). Projecting on the site gives

\[
\left[1-Ug(E)\right]P\psi=0 .
\]

The vector \(P\psi\) cannot vanish, since \(\psi\) would then be a host eigenstate in the gap. Dividing the matrix by \(-U\), we find the condition

\[
\det\left[g(E)-\frac1U\right]=0\quad\longrightarrow\quad \det g(E)=0\qquad(U\to\infty).
\]

For one orbital this reads \(G_{00}(E)=0\). The other states created by the repulsion go far away: for \(|E|\) much larger than the host energies \(G\approx1/E\), and \(g=1/U\) gives \(m\) solutions near \(E=U\).

The same condition follows without a limit if the site is simply deleted. The remaining crystal has the Hamiltonian \(QHQ\), and its states have \(P\psi=0\). If \(QHQ\psi=E\psi\), the vector \(\chi=(E-H)\psi\) has no component outside the site, because \(Q\chi=E\psi-QHQ\psi=0\). Hence

\[
\psi=G\chi ,\qquad 0=P\psi=g\chi .
\]

Again \(\chi\neq0\), since \(E\) is not a host eigenvalue. Conversely, any nonzero site vector with \(g\chi=0\) gives \(\psi=G\chi\), which is nonzero, vanishes on the site and satisfies \(QHQ\psi=E\psi\). The degeneracy of the level is therefore the dimension of the null space of \(g\). Physically, a host wave driven from the site at energy \(E\) normally has an amplitude there; at a vacancy level this amplitude vanishes, so the wave does not notice that the site is gone.

A zero need not exist. To see when it does, differentiate \(G(E-H)=1\) with respect to \(E\). This gives \(G'(E-H)+G=0\), so \(G'=-G^2\). For any nonzero site vector \(c\),

\[
c^\dagger g'(E)c=-c^\dagger G^2c=-\lVert Gc\rVert^2<0 .
\]

Every eigenvalue of \(g\) thus falls as \(E\) rises through a gap. A diagonal element that is decoupled from the others by symmetry has at most one zero in each gap. It has one if it is positive just above the lower edge and negative just below the upper edge, and none if its sign is the same at both ends. Inside a band \(G\) acquires an imaginary part, and a zero of its real part alone is not a bound level.

The slope also gives the state and the error of a finite \(U\). Let \(|s\rangle\) be a decoupled site orbital with \(G_{ss}(E_0)=0\). The state \(G|s\rangle\) has squared norm \(\langle s|G^2|s\rangle=-G_{ss}'\), so

\[
|\psi\rangle=\frac{G(E_0)|s\rangle}{\sqrt{-G_{ss}'(E_0)}} .
\]

For large finite \(U\) we expand \(G_{ss}(E)=1/U\) about \(E_0\), which gives \(G_{ss}'(E_0)\,(E-E_0)\approx1/U\), or

\[
E(U)\approx E_0+\frac{1}{U\,G_{ss}'(E_0)} .
\]

The slope is negative, so a repulsive site approaches the vacancy level from below.

The number of states in each band changes too, and this decides how the level is filled. Take a large finite crystal and write \(M=E-H\) in blocks. For \(E\) not equal to a vacancy level, \(M_{QQ}\) has an inverse. Solving \(M_{PP}x+M_{PQ}y=p\) and \(M_{QP}x+M_{QQ}y=0\) gives \(y=-M_{QQ}^{-1}M_{QP}x\), and therefore

\[
Sx=p,\qquad S=M_{PP}-M_{PQ}M_{QQ}^{-1}M_{QP}=g^{-1}.
\]

The last equality holds because \(x=gp\) by the definition of \(g\). The same elimination factorizes \(M\):

\[
M=\begin{pmatrix}1&M_{PQ}M_{QQ}^{-1}\\0&1\end{pmatrix}
\begin{pmatrix}g^{-1}&0\\0&M_{QQ}\end{pmatrix}
\begin{pmatrix}1&0\\M_{QQ}^{-1}M_{QP}&1\end{pmatrix}.
\]

The outer factors are Hermitian conjugates of each other, and such a transformation preserves the number of positive eigenvalues. The positive eigenvalues of \(E-H\) count the host states below \(E\), a number we call \(N(E)\). With \(N_{\rm vac}(E)\) for the crystal with the vacancy and \(n_+(g)\) for the number of positive eigenvalues of \(g\),

\[
N_{\rm vac}(E)=N(E)-n_+\!\left(g(E)\right).
\]

Each eigenvalue of \(g\) that crosses zero in the gap is positive below its level and negative above it. It takes one state from the bands below and one from the bands above, and puts one in the gap, a net loss of one. An eigenvalue that keeps its sign puts no state in the gap: it takes one from the bands below if it is positive, or one from the bands above if it is negative. The losses add up to the \(m\) orbitals removed.

We apply this to a model oxide. Each oxygen has four hybrids of energy \(E_a=-2.00\) eV, and each is coupled by \(V=-3.20\) eV to one cation hybrid of energy \(E_c=2.00\) eV. Hybrids on the same oxygen are coupled by \(V_a=-0.50\) eV and those on the same cation by \(V_c=-0.30\) eV. The four cation hybrids that point at one oxygen are coupled pairwise by \(w=-0.15\) eV. The atoms form a zincblende lattice.

The symmetry of the tetrahedral site permutes the four oxygen hybrids, so \(g\) has one diagonal value \(a\) and one off-diagonal value \(b\). With \(J\) the matrix whose elements are all 1,

\[
g=(a-b)\,1+bJ .
\]

The vector \((1,1,1,1)/2\) is the oxygen s orbital. It has \(J=4\) and gives \(G_{ss}=a+3b\). The three independent vectors whose components sum to zero are the p orbitals. They have \(J=0\) and give \(G_{pp}=a-b\). The determinant is then \(G_{ss}G_{pp}^3\), and the levels are a single one, called A1, where \(G_{ss}=0\), and a threefold one, called T2, where \(G_{pp}=0\).

The case \(V_c=0\) can be solved by hand. Each oxygen and its four cation hybrids then form a closed unit. In the s channel the oxygen orbital at \(E_s=E_a+3V_a\) couples by \(V\) to the symmetric cation combination at \(E_d=E_c+3w\). Eliminating the latter gives

\[
G_{ss}=\frac{1}{E-E_s-\dfrac{V^2}{E-E_d}}
=\frac{E-E_d}{(E-E_s)(E-E_d)-V^2}.
\]

The zero lies at \(E_d=2.00-0.45=1.55\) eV. In the p channel the cation combination has energy \(E_c-w=2.15\) eV, which is the zero of \(G_{pp}\). The zeros are thus the energies of the cation combinations left dangling when the oxygen is removed.

With \(V_c\) restored the units join into a crystal. The conduction band bottom is at zero wave vector, where the oxygen s orbital at \(-3.50\) eV couples to a cation combination at \(E_c+3w+3V_c=0.65\) eV. The upper eigenvalue of this pair is

\[
-1.425+\sqrt{2.075^2+3.20^2}=2.389\ \text{eV}.
\]

The valence band top comes from the p pair at \(E_a-V_a=-1.50\) eV and \(E_c-w-V_c=2.45\) eV:

\[
0.475-\sqrt{1.975^2+3.20^2}=-3.285\ \text{eV}.
\]

Both values agree with the extrema found on a mesh of wave vectors, and the gap is 5.674 eV. The Green function is the average over this mesh of \(\sum_n|u_n|^2/(E-E_n)\), where \(u_n\) is the amplitude of band state \(n\) on the chosen oxygen orbital. At 0.1 eV above the valence band, \(G_{ss}=0.416\) and \(G_{pp}=5.81\) eV\(^{-1}\). At 0.1 eV below the conduction band they are \(-0.219\) and \(-0.0405\) eV\(^{-1}\). Both change sign, so both levels exist:

\[
E_{A1}=1.452\ \text{eV},\qquad E_{T2}=1.997\ \text{eV}.
\]

They lie 0.937 eV and 0.392 eV below the conduction band.

The large value of \(G_{pp}\) near the valence band has a simple origin. At any wave vector one can choose four bond amplitudes whose sum on the oxygen and whose phase-weighted sum on the cations both vanish. Two conditions on four amplitudes leave at least two such states, and their energy is that of the p pair at every wave vector. The valence band top is therefore flat. It has no s part, so it enters \(G_{pp}\) as a pole and leaves \(G_{ss}\) moderate.

Compared with the case \(V_c=0\), A1 has moved down by 0.098 eV and T2 by 0.153 eV. A dangling hybrid couples to the symmetric combination of the other three hybrids on its cation with strength \(\sqrt3V_c\), and that combination has energy \(E_c+2V_c=1.40\) eV before its own bonds are counted. Each of the three hybrids is bonded to an oxygen hybrid, which is one quarter s and three quarters p. If we eliminate these oxygens and neglect further spreading, the shift is

\[
\Delta(E)\approx\frac{3V_c^2}{E-E_c-2V_c-V^2\left[\dfrac{1/4}{E-E_s}+\dfrac{3/4}{E-E_p}\right]},
\]

where \(E_p=E_a-V_a\). At \(E=1.452\) eV the term with \(V^2\) is 3.12 eV, and \(\Delta=0.27/(1.45-1.40-3.12)=-0.09\) eV. At 1.997 eV it is 2.66 eV, and \(\Delta=-0.13\) eV. The levels are pushed down by antibonding states above them, and T2 moves more because it is closer to those states.

An independent calculation deletes the oxygen from a periodic block of \(5^3\) cells with 1000 orbitals and diagonalizes what remains. It gives levels at 1.45167 and 1.99722 eV, the second threefold, and the zeros of \(G\) for the same block agree to all printed digits. The state count agrees as well. The host block has 500 valence states. All four eigenvalues of \(g\) are positive at the bottom of the gap and negative at its top, so 496 states remain in the valence band, 4 lie in the gap and 496 in the conduction band.

This settles the filling. With two electrons per state the host valence band holds 1000 electrons. A neutral oxygen atom takes six away and leaves 994. The reduced valence band holds \(2\times496=992\), so two electrons remain for the gap and fill A1, while T2 stays empty. In this state 93.4% of the weight lies on the four dangling hybrids.

The slope \(G_{ss}'=-0.1046\) eV\(^{-2}\) is close to the value \(-1/V^2=-0.098\) eV\(^{-2}\) that follows from the solvable case. For \(U=1000\) eV the first-order law predicts a shift of \(-0.00956\) eV, and the block gives \(-0.00961\) eV. At \(U=100\) eV the shift is already \(-0.101\) eV. A calculation that imitates a vacancy by a large finite site energy should therefore quote this error, or use the zero directly.

A second host shows how a level can fail to exist. Let the cations form a simple cubic lattice with energy 5.0 eV and nearest-neighbour hopping \(-0.5\) eV, so that their band \(\varepsilon_k\) starts at \(\varepsilon_{\min}=5.0-6\times0.5=2.0\) eV. Attach to each cation one anion orbital at \(\varepsilon_a=-2.0\) eV by a coupling \(v\). With \(D=E-\varepsilon_a\) and \(\Lambda=v^2/D\), the anion Green function is

\[
G_{aa}=\left\langle\frac{1}{D-\dfrac{v^2}{E-\varepsilon_k}}\right\rangle
=\frac1D\left[1+\Lambda\left\langle\frac{1}{E-\Lambda-\varepsilon_k}\right\rangle\right],
\]

where the brackets average over \(k\). Here \(\Lambda\) is the upward push that an anion gives to its cation. The upper gap edge satisfies \(E-\Lambda=\varepsilon_{\min}\), so there

\[
G_{aa}=\frac{1-\Lambda I}{D},\qquad I=\left\langle\frac{1}{\varepsilon_k-\varepsilon_{\min}}\right\rangle .
\]

In three dimensions \(I\) is finite, because the denominator vanishes as \(k^2\) while the volume element is proportional to \(k^2\,dk\). Just above the lower edge \(G_{aa}\) is positive, since there \(E<\varepsilon_{\min}\) and \(D\) exceeds \(v^2/(E-\varepsilon_k)\) for every \(k\). A level therefore requires \(\Lambda I>1\): deleting the anion removes the push from one cation, and this local attraction must overcome the kinetic energy of confinement.

The edge condition \((E+2)(E-2)=v^2\), in eV, gives \(E=\sqrt{4+v^2}\). For \(v=1\) eV this is 2.24 eV, with \(\Lambda=0.24\) eV. The computed edge value \(G_{aa}=0.208\) eV\(^{-1}\) is positive and agrees with the lattice integral \(I=0.505\) eV\(^{-1}\), so the threshold is near \(\Lambda=2\) eV. In periodic blocks the lowest state does lie slightly below the edge, but its depth falls from 0.00198 eV in \(5^3\) cells to 0.00034 eV in \(9^3\) cells. The ratio, 5.8, is that of the volumes, so this is a finite-size effect and not a bound level. For \(v=5\) eV, \(\Lambda=3.4\) eV, the edge value is \(-0.093\) eV\(^{-1}\) on a mesh of \(40^3\) wave vectors (the converged value, from \(I=0.505\) eV\(^{-1}\), is \(-0.096\) eV\(^{-1}\)), and the depth hardly changes, from 0.8056 to 0.8035 eV.

The model oxide should be set beside hafnium dioxide, whose gap is roughly 5.5 to 6 eV. In its cubic form each oxygen has four cation neighbours, as here, but each hafnium has eight oxygen neighbours instead of four, and its conduction band is built largely from d orbitals, which the model lacks. Two of the three bands that meet at the valence band top are flat, which means an infinite hole mass in those two, and the oxygen s and p energies differ by 2 eV, far less than in a real oxide. The computed depths are therefore properties of the model and not predictions for the material.

An assumption that matters greatly is that the neighbours keep their host energies. Take a rough bond length of 0.22 nm and rough relative permittivities of 20 (static) and 4 (optical). A unit positive charge at the vacancy then lowers an electron on a neighbouring cation by 0.33 eV or 1.64 eV. A bulk permittivity is not reliable over a single bond length, so these values only indicate the scale. Lowering all orbitals of the four neighbours by these amounts, with everything else fixed, moves A1 by \(-0.32\) eV or \(-1.59\) eV. The second shift exceeds the computed depth itself, so a quantitative level needs a self-consistent potential.

Repulsion between the two electrons in A1 is of similar importance. If each is spread equally over the four cations, they sit on different ones with probability 3/4, at a distance \(0.22\sqrt{8/3}=0.36\) nm. With optical screening and the weight of 0.934 for each electron, this part of the repulsion is

\[
\frac34\times0.934^2\times1.64\ \text{eV}\times\frac{0.22}{0.36}\approx0.66\ \text{eV},
\]

and repulsion on the same cation adds to it. The change of the couplings under relaxation is a smaller correction for the displacement tried. Moving the four cations outward by 0.01 nm, with the couplings across the vacancy and in the back bonds scaled as the inverse square of distance, raises A1 by 0.041 eV. Most of this comes from the weaker \(w\), since \(3w\left[(0.22/0.23)^2-1\right]=0.038\) eV. The thermal energy at 400 K is 0.0345 eV, and the depth of A1 is 27 times larger, so for this uncorrected depth the Boltzmann factor for lifting an electron from A1 to the conduction band is about \(10^{-12}\). The factor depends exponentially on the depth, and the electrostatic corrections above can change it by many orders of magnitude. The shift of 0.041 eV covers only the change of the couplings and grows with the displacement. It leaves out the electrostatic effect of moving ions: the same 0.01 nm changes the optically screened potential of a unit charge by \(1.64\times(1-0.22/0.23)=0.07\) eV, and the 1.3 eV between the optical and static estimates is itself due to ionic displacement. The model therefore does not show that relaxation is a small effect in a real oxide, least of all when the vacancy changes its charge. The numerical output lists the main computed values.

## Values computed for the example and the checks

```
anion, cation hybrid energy: -2.00, 2.00 eV
bond coupling: -3.20 eV
same-anion, same-cation coupling: -0.50, -0.30 eV
cation-cation coupling w: -0.15 eV
valence band top: -3.285 eV
conduction band bottom: 2.389 eV
host gap: 5.674 eV
E = -3.185 eV: G_ss = 0.4163, G_pp = 5.8073 1/eV
E = 0.000 eV: G_ss = 0.0972, G_pp = 0.1573 1/eV
E = 1.000 eV: G_ss = 0.0385, G_pp = 0.0833 1/eV
E = 2.289 eV: G_ss = -0.2186, G_pp = -0.0405 1/eV
A1, T2 level without same-cation coupling: 1.550, 2.150 eV
A1 level (zero of G_ss): 1.452 eV
T2 level (zero of G_pp): 1.997 eV
A1 depth below conduction band: 0.937 eV
T2 depth below conduction band: 0.392 eV
level change, mesh 12 to mesh 24: 2.1e-13 eV
slope of G_ss at A1 level: -0.1046 1/eV^2
A1 weight on four dangling hybrids: 0.934
supercell size: 5^3 cells, 1000 host orbitals
supercell A1, T2 by deletion: 1.45167, 1.99722 eV
supercell A1, T2 by zeros of G: 1.45167, 1.99722 eV
states in valence, gap, conduction: 496, 4, 496
A1 shift at U = 1000 eV, supercell: -0.00961 eV
A1 shift at U = 1000 eV, first-order law: -0.00956 eV
A1 shift at U = 100 eV, from G_ss = 1/U: -0.101 eV
cubic host: anion -2.0, cation 5.0, hopping -0.5 eV
coupling 1 eV: G at upper edge 0.208 1/eV
  depth in 5^3, 9^3 cells: 0.00198, 0.00034 eV
coupling 5 eV: G at upper edge -0.093 1/eV
  depth in 5^3, 9^3 cells: 0.8056, 0.8035 eV
rough bond length: 0.22 nm; permittivity static 20, optical 4
unit-charge potential energy, static, optical: 0.33, 1.64 eV
A1 shift from it, static, optical: -0.32, -1.59 eV
A1 shift, cations 0.01 nm outward: 0.041 eV
two-electron repulsion, inter-cation part: 0.66 eV
thermal energy at 400 K: 0.0345 eV
A1 depth / thermal energy: 27.2
```
